# Stable Lambin–Vigneron tetrahedron weights for the complex Green function

## Definitions and conventions

A band \(\varepsilon(\mathbf k)\) and a matrix element \(F(\mathbf k)\) contribute to a lattice Green function

\[
G(z)=\frac1\Omega\int_{\rm BZ}\frac{F(\mathbf k)}{z-\varepsilon(\mathbf k)}\,d^3k ,\qquad \operatorname{Im}z>0,
\]

where \(\Omega\) is the volume of the Brillouin zone. Real \(z\) means \(z+i0\). For real \(\varepsilon\), values in the lower half plane follow from \(w_i(z^*)=w_i(z)^*\), with \(w_i\) the weights defined next.

The zone is cut into tetrahedra of volume \(V_T\). Inside each, \(\varepsilon\) and \(F\) are replaced by linear functions with the true values \(\varepsilon_i,F_i\) at the corners \(i=1,\dots,4\). With barycentric coordinates \(\lambda_i\ge0\), \(\sum_i\lambda_i=1\), these are \(\sum_i\lambda_i\varepsilon_i\) and \(\sum_i\lambda_iF_i\). The simplex of the three independent \(\lambda\) has volume \(1/6\), so an average over the tetrahedron is \(6\int d^3\lambda\). Hence

\[
G(z)\simeq\sum_T\frac{V_T}{\Omega}\sum_i w_iF_i,\qquad
w_i=6\int\frac{\lambda_i}{\sum_j\lambda_ju_j}\,d^3\lambda,\qquad u_j=z-\varepsilon_j. \tag{1}
\]

The weights are exact for the linear interpolant, and the interpolation is the approximation. It requires \(F\) to be smooth and independent of the phases of the Bloch states, and it is poor where bands labelled in order of energy cross inside a tetrahedron.

Energies below are in units of a model parameter \(J\), and weights and Green functions in \(1/J\).

Divided differences are defined by \(f[x_0]=f(x_0)\) and

\[
f[x_0,\dots,x_n]=\frac{f[x_1,\dots,x_n]-f[x_0,\dots,x_{n-1}]}{x_n-x_0}, \tag{2}
\]

with coinciding nodes understood as limits.

## The weight as one divided difference

The Hermite–Genocchi formula states

\[
f[x_0,\dots,x_n]=\int f^{(n)}\Big(\sum_{j=0}^n\lambda_jx_j\Big)\,d\lambda_1\cdots d\lambda_n . \tag{3}
\]

It holds for \(n=0\). Suppose it holds for \(n-1\), and put \(\sigma=\lambda_1+\dots+\lambda_{n-1}\). The argument in (3) is \(x_0+\sum_{j<n}\lambda_j(x_j-x_0)+\lambda_n(x_n-x_0)\), and \(\lambda_n\) runs from 0 to \(1-\sigma\). Integrating over \(\lambda_n\) gives \(1/(x_n-x_0)\) times the difference of \(f^{(n-1)}\) at the two ends. At the upper end the argument is \((1-\sigma)x_n+\sum_{j<n}\lambda_jx_j\), at the lower end \((1-\sigma)x_0+\sum_{j<n}\lambda_jx_j\). The remaining integrals are the two differences in (2), which proves (3). The integral also shows that the order of the nodes is immaterial and that the limit of equal nodes exists wherever \(f^{(n)}\) is regular.

Take \(\Phi(u)=u^3\ln u\), with the principal logarithm. Its derivatives are

\[
\Phi'=3u^2\ln u+u^2,\quad \Phi''=6u\ln u+5u,\quad \Phi'''=6\ln u+11,\quad \Phi''''=6/u .
\]

Formula (3) with \(n=3\) gives \(\Phi[u_1,\dots,u_4]=\int(6\ln\sum_j\lambda_ju_j+11)\,d^3\lambda\). Differentiation with respect to \(u_i\) brings down \(6\lambda_i/\sum_j\lambda_ju_j\), the integrand of (1). By (2), shifting one node by \(\eta\) and dividing the change by \(\eta\) gives a difference containing both \(u_i\) and \(u_i+\eta\). As \(\eta\to0\),

\[
\boxed{\,w_i=\frac{\partial}{\partial u_i}\Phi[u_1,u_2,u_3,u_4]=\Phi[u_1,u_2,u_3,u_4,u_i]\,} \tag{4}
\]

This covers all degeneracies for \(\operatorname{Im}z>0\).

## Closed form for distinct corners

For distinct nodes,

\[
f[x_0,\dots,x_n]=\sum_j\frac{f(x_j)}{\prod_{k\ne j}(x_j-x_k)} .
\]

To see this by induction, insert the formula for \(n-1\) in (2). For \(0<j<n\) the coefficient of \(f(x_j)\) is \([(x_j-x_0)-(x_j-x_n)]/(x_n-x_0)=1\) times \(1/\prod_{k\ne j}(x_j-x_k)\). The end terms are immediate.

By (3), a fourth difference annihilates \(u^3\). For a given \(i\), \(\Phi\) may therefore be replaced by \(f(u)=u^3(\ln u-L)\), with the number \(L=\ln u_i\) held fixed during differentiation. Then \(f(u_i)=0\) and \(f'(u_i)=u_i^2\). Differentiate \(\sum_jf(u_j)/\prod_{k\ne j}(u_j-u_k)\) with respect to \(u_i\). The term \(j=i\) gives \(u_i^2/\prod_{k\ne i}(u_i-u_k)\), because the derivative of its denominator multiplies \(f(u_i)=0\). Each term \(j\ne i\) gains a factor \(1/(u_j-u_i)\). With \(u_j-u_k=\varepsilon_k-\varepsilon_j\),

\[
w_i=\frac{u_i^2}{\prod_{k\ne i}(\varepsilon_k-\varepsilon_i)}
+\sum_{j\ne i}\frac{u_j^3\ln(u_j/u_i)}{(\varepsilon_i-\varepsilon_j)\prod_{k\ne j}(\varepsilon_k-\varepsilon_j)} . \tag{5}
\]

This is the Lambin–Vigneron form. For \(\operatorname{Im}z>0\) all \(u_j\) have arguments in \((0,\pi)\), so argument differences lie in \((-\pi,\pi)\) and \(\ln u_j-\ln u_i\) is the principal \(\ln(u_j/u_i)\). For real \(z\) the difference \(\ln u_j-\ln u_i\) should be used instead, with \(\ln u=\ln|u|+i\pi\) for negative \(u\), because a negative ratio lies on the cut.

## Identities and the real axis

Since \(\sum_i\lambda_iu_i\) is the denominator in (1),

\[
\sum_iw_i(z-\varepsilon_i)=1 . \tag{6}
\]

For equal corners, \(w_i=1/(4u)\), because each \(\lambda_i\) averages to \(1/4\).

The sum of the weights is the average of \(1/(z-\varepsilon)\). By (3) it equals \(g[u_1,\dots,u_4]\) with \(g=3u^2\ln u\), since \(g'''=6/u\). As \(z\to E+i0\), a negative \(u\) has \(\ln u=\ln|u|+i\pi\). The density of states \(D=-\operatorname{Im}\sum_iw_i/\pi\) is therefore

\[
D(E)=-3\sum_{\varepsilon_j>E}\frac{(E-\varepsilon_j)^2}{\prod_{k\ne j}(\varepsilon_k-\varepsilon_j)} .
\]

For corners \((-0.5,0.1,0.4,0.9)J\) and \(E=0.7J\), only the highest corner contributes: \(D=3(0.2)^2/(1.4\times0.8\times0.5)=0.2143/J\), as obtained from the weights. Tests at three energies compare \(D\) with a quadratic B-spline and \(\operatorname{Re}\sum_iw_i\) with the principal-value integral of that density.

On the real axis the weights can be singular. If exactly three corners coincide with \(z\), the weight of each of them contains a fourfold node at \(u=0\) and hence \(\Phi'''(0)\), which diverges logarithmically. A whole face then lies at the energy \(z\). If all four corners coincide with \(z\), the weights diverge as \(1/(4u)\). Such input must be rejected or given a finite \(\operatorname{Im}z\). With at most two corners at \(z\), no node at zero is more than threefold; at most \(\Phi''(0)=0\) is needed, and the weights are finite.

## Where the closed form loses accuracy

Let two corners be separated by a small \(\delta\), and let \(D_{\rm far}\) be the product of the distances to the other two. In (5) the ratio \(u_j/u_i\) is near 1. Its rounding gives the logarithm an absolute error of about the machine precision \(\epsilon=2.2\times10^{-16}\), however small the logarithm is. The denominator contains \(\delta\) twice. For a triple with spacings of order \(\delta\) it contains \(\delta\) three times, and \(D_{\rm far}\) is one distance. The estimated relative error is

\[
\frac{\epsilon|u|^3}{\delta^pD_{\rm far}|w_i|},\qquad p=2\ \text{(pair)},\quad p=3\ \text{(triple)}. \tag{7}
\]

The same mechanism acts when all corners are well separated but \(|z|\) is much larger than their spread \(\Delta\). Let \(P\) be the smallest product of four energy differences in a denominator of the sum in (5). The error is then of order \(\epsilon|z|^3/P\), while \(w_i\simeq1/(4z)\), so the relative error is of order \(4\epsilon|z|^4/P\). It grows as the fourth power of \(|z|/\Delta\), with a prefactor well above \(4\epsilon\) because \(P\) is much smaller than \(\Delta^4\). Special formulas for exactly equal corners cure neither case.

## Stable evaluation

Sort the five nodes of (4) by energy. Because \(u^3\) is annihilated, \(w_i\) scales as \(1/u\), so all \(u\) may be divided by \(s=\max|u|\) and the result divided by \(s\) at the end. Build the table (2). For each subset \(u_0,\dots,u_n\) of neighbouring nodes define the midpoint \(u_c=(u_0+u_n)/2\), the half-width \(r=|u_n-u_0|/2\) and \(\rho=r/|u_c|\).

**Wide subsets, \(\rho>1/2\).** Use recursion (2). Here \(|u_c|<2r\), so every \(|u|\) in the subset is at most \(|u_c|+r<3r\). The divisor \(2r\) thus exceeds two thirds of the largest \(|u|\) present. It may be tiny, but it is not small on the local scale of \(u\), on which the rounding errors of \(\Phi\) are also set.

**Narrow subsets, \(\rho\le1/2\).** Expand \(\Phi\) about \(u_c\), with offsets \(t_j=u_j-u_c\). The divided differences of powers are needed. For \(q(t)=1/(1-xt)\), recursion (2) gives by induction

\[
q[t_0,\dots,t_n]=\frac{x^n}{\prod_j(1-xt_j)},
\]

because \(1/(1-xt_n)-1/(1-xt_0)=x(t_n-t_0)/[(1-xt_n)(1-xt_0)]\). The coefficient of \(x^p\) says that the difference of \(t^p\) is \(h_{p-n}\), where \(\prod_j(1-xt_j)^{-1}=\sum_mh_mx^m\) defines the complete homogeneous polynomials. Consequently

\[
\Phi[u_0,\dots,u_n]=u_c^{3-n}\sum_{m\ge0}b_{n+m}\,h_m\!\left(\frac{t_0}{u_c},\dots,\frac{t_n}{u_c}\right), \tag{8}
\]

where \(b_p=u_c^{p-3}\Phi^{(p)}(u_c)/p!\). With \(\ell=\ln u_c\),

\[
b_0=\ell,\quad b_1=3\ell+1,\quad b_2=3\ell+\tfrac52,\quad b_3=\ell+\tfrac{11}6,\quad
b_{p\ge4}=\frac{6(-1)^p}{p(p-1)(p-2)(p-3)} .
\]

Including one more argument \(y\) multiplies the generating function by \(1/(1-xy)\), so \(h_m^{\rm new}=h_m^{\rm old}+y\,h_{m-1}^{\rm new}\). The update works in place with \(m\) ascending.

For \(n=4\), \(h_m\) has \(\binom{m+4}{4}\) terms, each at most \(\rho^m\) in size, and \(|b_{4+m}|=6\,m!/(m+4)!\). Their product is \(\rho^m/4\). After \(M\) terms the remainder is at most

\[
\frac{\rho^M}{4|u_c|(1-\rho)} . \tag{9}
\]

With \(\rho=1/2\) and \(M=54\) this is \(2.8\times10^{-17}/|u_c|\). For \(n<4\) the same argument bounds the remainder by \(|u_c|^{3-n}\rho^M/[4(1-\rho)]\), since \(\binom pn\le\binom p4\) for \(p\ge7\).

Equation (8) also gives the far-field limit. Choose \(u_c=z\) and \(t_j=-\varepsilon_j\), with \(\varepsilon_i\) counted twice; then \(b_4=1/4\) and \(b_5=-1/20\) yield

\[
w_i=\frac1{4z}+\frac{\varepsilon_i+\sum_j\varepsilon_j}{20z^2}+O(z^{-3}).
\]

## Pseudocode

```
weight(z, e[1..4], i):
  x = sort(e[1], e[2], e[3], e[4], e[i])   # x[0..4]
  u[k] = z - x[k];  s = max |u[k]|
  if s == 0: error "singular"
  u = u / s
  T[0][j] = u[j]^3 * log(u[j]), or 0 if u[j] == 0
  for n = 1..4:
    for j = 0..4-n:
      gap = (x[j+n] - x[j]) / s
      c = (u[j] + u[j+n]) / 2
      if gap/2 > |c|/2:
        T[n][j] = (T[n-1][j] - T[n-1][j+1]) / gap
      else if c == 0:
        if n >= 3: error "singular"
        T[n][j] = 0
      else:
        t[k] = gap/2 - (x[j+k] - x[j])/s,  k = 0..n
        T[n][j] = series (8) with 54 terms
  return T[4][0] / s
```

The sign in the recursion follows from \(u_{j+n}-u_j=-\text{gap}\). Three remarks on the details follow.

- Gaps and offsets are taken from the energies here, but differences of the rounded \(u\) values would serve as well. Series (8) depends smoothly on \(t_j/u_c\), and a wide gap is comparable with the largest \(|u|\) in its subset, so rounding errors in \(u\) are not amplified.
- Series (8) uses the ratios \(t_j/u_c\). Separate powers of \(t_j\) and \(u_c\) can underflow and overflow.
- On the real axis the logarithm must return \(+i\pi\) for negative \(u\). A negative zero in the imaginary part would select the wrong side of the cut.

**Cost.** Updating the \(h_m\) takes about \(54(n+1)\) complex multiply-adds per entry. If all ten entries with \(n\ge1\) use the series, the total is \(54(4\cdot2+3\cdot3+2\cdot4+5)=1620\) per weight, or about 6500 per tetrahedron, plus the final sums. A top-down evaluation that computes entries on demand needs only the \(n=4\) series, about 270 multiply-adds per weight, when the whole set is narrow. The work is linear in the number of tetrahedra and vectorizes over them; storing the \(h_m\) takes 54 complex numbers per tetrahedron.

**Accuracy.** The scale argument for wide subsets is not a rigorous error bound, so the scheme was compared with 180-digit arithmetic. The 400 random cases had cluster scales from \(10^{-16}J\) to \(J\) and distances \(|z-\varepsilon_1|\) from \(10^{-8}J\) to \(100J\). In these cases \(z-\varepsilon_1\) made an angle of at least 0.05 with the real axis. The largest relative error of any weight was \(2.6\times10^{-14}\). This is the maximum of one sample; random sets with real and nearly real \(z\) give errors of the same order, up to about \(4\times10^{-14}\). Direct quadrature of (1), including pairs, a triple and four equal corners, agreed to \(2.3\times10^{-14}\).

## One tetrahedron with closing corners

Take \(z=(0.1+0.05i)J\) and corners \((-0.5,\,0.2,\,0.2+\delta,\,0.9)J\). For \(\delta=10^{-8}\) the stable weights are

\[
\begin{aligned}
w_1&=0.19654-1.18650i, & w_2\simeq w_3&=-0.61289-1.23857i,\\
w_4&=-0.67746-0.68690i . &&
\end{aligned}
\]

The rule (6) can be checked by hand. With \(u_1=0.6+0.05i\), \(u_{2,3}\simeq-0.1+0.05i\) and \(u_4=-0.8+0.05i\), the real parts are \(0.17725\) from corner 1, \(0.24644\) from the pair and \(0.57631\) from corner 4. They add to 1 within rounding.

The estimate (7) for \(\delta=10^{-6}\) uses \(|u|^3=(0.1118)^3=1.40\times10^{-3}\), \(D_{\rm far}=0.7\times0.7=0.49\) and \(|w_2|=1.38\):

\[
\frac{2.2\times10^{-16}\times1.40\times10^{-3}}{10^{-12}\times0.49\times1.38}\simeq4.6\times10^{-7}.
\]

The largest relative error found for (5) is \(3.3\times10^{-7}\). For the triple \((0.2,\,0.2+\delta,\,0.2+2\delta,\,0.9)J\) at the same \(\delta\) it is 0.23, against an estimate of 0.37. At \(\delta=10^{-8}\) the pair still has three correct digits, with an error of \(5.4\times10^{-4}\), while the triple result is wrong by a factor of order \(10^5\). Single rounding errors are erratic, so (7) gives the size and not the value. The stable errors stay below \(10^{-14}\) throughout.

The far-field loss is equally real. For the well-separated corners \((-0.5,0.1,0.4,0.9)J\) and \(z=1000iJ\), the smallest product is \(P=0.3\times0.9\times0.3\times0.5\,J^4=0.0405J^4\), and the estimate \(4\epsilon|z|^4/P\) is 2.2 %. The relative error found for (5) is 1.1 %, and for the stable scheme \(2.2\times10^{-16}\).

## Simple cubic lattice

Let \(\varepsilon=J(\cos k_x+\cos k_y+\cos k_z)\). By symmetry the octant \([0,\pi]^3\) suffices. It is divided into \(n^3\) cubes of side \(h=\pi/n\), each cut into six tetrahedra whose corners follow a path from one cube vertex to the opposite one, changing each coordinate once.

**Mesh error.** On such a tetrahedron a function \(f(k_x)\) takes two corner values, one on each \(k_x\) face of the cube. The function linear in \(k_x\) through them matches all four corners and is therefore the interpolant. Hence \(\varepsilon\) is interpolated direction by direction. At fraction \(\xi\) of a cell, expansion of the two end values about the point itself gives

\[
(1-\xi)f(k-\xi h)+\xi f(k+(1-\xi)h)-f(k)=\frac{h^2}2\,\xi(1-\xi)f''(k)+O(h^3).
\]

The average of \(\xi(1-\xi)\) is \(1/6\) and \(f''=-f\) for a cosine, so each cosine is multiplied on average by the factor \(1-h^2/12\). The \(h^3\) term is odd under \(\xi\to1-\xi\) and averages to zero. Away from the spectrum \(1/(z-\varepsilon)^2\) is smooth, and the cell average may be used at leading order. With \(\langle\cdot\rangle\) the zone average, \(G\) the site element (\(F=1\)) and \(G'=dG/dz\),

\[
G_h-G\simeq-\frac{h^2}{12}\Big\langle\frac{\varepsilon}{(z-\varepsilon)^2}\Big\rangle=\frac{h^2}{12}\,(G+zG'), \tag{10}
\]

where \(\varepsilon=z-(z-\varepsilon)\) was used in the numerator.

**References.** For \(\operatorname{Im}z>0\), \(1/(z-\varepsilon)=-i\int_0^\infty e^{i(z-\varepsilon)t}dt\), and \(e^{-it\cos k}\) averages to \(J_0(t)\). With \(J=1\) this gives \(G=-i\int_0^\infty e^{izt}J_0(t)^3dt\). At \(z=(0.5+0.3i)J\) the value is \(G=(0.18409-0.77127i)/J\).

| \(n\) | \(G_h\) (\(1/J\)) | error modulus (\(1/J\)) | deviation of error from (10) |
|---|---|---|---|
| 4 | \(0.2032-0.8016i\) | 0.0359 | 3.7 % |
| 8 | \(0.18881-0.77920i\) | 0.0092 | 1.1 % |
| 16 | \(0.18525-0.77325i\) | 0.0023 | 0.2 % |

At \(n=16\) the error is 0.29 % of \(|G|\). Eliminating the \(h^2\) term, \((4G_{16}-G_8)/3=(0.18407-0.77126i)/J\), leaves an error of \(2.7\times10^{-5}/J\). The nearest-neighbour element, with \(F=\cos k_x\), has an error of \(4.5\times10^{-4}/J\) at \(n=16\), about four times smaller than at \(n=8\).

**Band edge.** At \(z=3J\) law (10) fails. Near \(\mathbf k=0\), \(z-\varepsilon\simeq Jk^2/2\), and an energy error of order \(h^2\) contributes \(\int_h h^2k^{-4}k^2dk\sim h\). The region \(k<h\) also contributes order \(h\). The errors at \(n=8\) and 16 are \(-0.0391/J\) and \(-0.0206/J\), with ratio 1.90, close to the 2 of a linear law. The last is 4 % of the reference \(0.50546/J\). Eliminating the linear term gives \(2(0.48486)-0.46637=0.50335\), in units of \(1/J\). The weights are not at fault here: the linear interpolant represents the parabolic edge poorly.

**Degeneracy in practice.** Of the 24,576 tetrahedra at \(n=16\), 3968 have two corners closer than \(10^{-12}J\). Their number depends on the cube diagonal chosen. Three of the four diagonals give this count. For the fourth, which runs from the smallest to the largest \(k_x,k_y,k_z\), every step lowers \(\varepsilon\), no corners coincide, and at the \(z\) used below (5) is nowhere off by more than \(10^{-6}\). Here each path starts at the vertex with the larger \(k_x\) and the smaller \(k_y\) and \(k_z\). With \(\kappa_x,\kappa_y,\kappa_z\) the coordinates of the cube centre, the step in \(k_x\) changes \(\varepsilon\) by \(+2J\sin(h/2)\sin\kappa_x\), and the step in \(k_y\) by \(-2J\sin(h/2)\sin\kappa_y\), likewise for \(k_z\). When the steps in \(k_x\) and \(k_y\) follow each other, they cancel if \(\kappa_x=\kappa_y\) or \(\kappa_x+\kappa_y=\pi\), and two corners then have equal energy. The same holds for \(k_x\) and \(k_z\). At \(z=(0.5+0.3i)J\) the closed form (5) is off by more than \(10^{-6}\), relative to the stable weights, in 3976 tetrahedra, or 16 %. The remaining figures are in the numerical output.

## Calculated quantities

```
closed form vs quadrature, max rel. error: 4.9e-15
stable form vs quadrature, 5 cases, max rel. error: 2.3e-14
stable form, 400 random clustered cases, max rel. error: 2.6e-14
series, 8 terms, ratio 0.5: error 5.99e-06, bound 1.95e-03 1/J
series, 16 terms, ratio 0.5: error 3.82e-09, bound 7.63e-06 1/J
z=-0.20J+i0: Re sum w -2.876960, DOS 0.357143 1/J
z=0.25J+i0: Re sum w 0.273598, DOS 1.763393 1/J
z=0.70J+i0: Re sum w 2.809964, DOS 0.214286 1/J
corners pair (-0.5,0.2,0.2+d,0.9)J, triple (0.2,0.2+d,0.2+2d,0.9)J, z=(0.1+0.05i)J
pair, d=1e-02J, rel. error: closed 9.6e-16 (estimate 4.6e-15), stable 1.9e-15
triple, d=1e-02J, rel. error: closed 1.9e-13 (estimate 3.8e-13), stable 3.6e-15
pair, d=1e-04J, rel. error: closed 2.7e-11 (estimate 4.6e-11), stable 1.7e-15
triple, d=1e-04J, rel. error: closed 1.3e-07 (estimate 3.7e-07), stable 4.4e-15
pair, d=1e-06J, rel. error: closed 3.3e-07 (estimate 4.6e-07), stable 1.7e-15
triple, d=1e-06J, rel. error: closed 2.3e-01 (estimate 3.7e-01), stable 6.6e-15
pair, d=1e-08J, rel. error: closed 5.4e-04 (estimate 4.6e-03), stable 1.3e-15
triple, d=1e-08J, rel. error: closed 8.9e+04 (estimate 3.7e+05), stable 2.3e-15
pair, d=1e-8J: w_1 = 0.19654173 -1.18649692i 1/J
pair, d=1e-8J: w_2 = -0.61288980 -1.23856692i 1/J
pair, d=1e-8J: w_3 = -0.61288981 -1.23856691i 1/J
pair, d=1e-8J: w_4 = -0.67746309 -0.68689976i 1/J
pair, d=1e-8J: |sum w_i(z-e_i)-1| = 1.3e-15
z=1000i J, distinct corners: rel. error closed 1.1e-02, stable 2.2e-16
reference G(0), z=(0.5+0.3i)J: 0.18409189 -0.77127237i 1/J
reference G(100), same z: -0.22552411 -0.11013621i 1/J
reference G(0), band edge z=3J: 0.50546202 1/J
n=4: G(0) = 0.203194 -0.801643i 1/J, |error| 3.59e-02 1/J
n=4: |error|/|h^2 law| 0.9808, |error/law - 1| 0.0368
n=4: G(100) = -0.219303 -0.113288i 1/J, |error| 6.97e-03 1/J
n=4: band edge G(0) = 0.435054 1/J, error -7.04e-02 1/J
n=8: G(0) = 0.188807 -0.779201i 1/J, |error| 9.22e-03 1/J
n=8: |error|/|h^2 law| 1.0087, |error/law - 1| 0.0111
n=8: G(100) = -0.223945 -0.110986i 1/J, |error| 1.79e-03 1/J
n=8: band edge G(0) = 0.466365 1/J, error -3.91e-02 1/J
n=16: G(0) = 0.185252 -0.773247i 1/J, |error| 2.29e-03 1/J
n=16: |error|/|h^2 law| 1.0016, |error/law - 1| 0.0022
n=16: G(100) = -0.225133 -0.110349i 1/J, |error| 4.45e-04 1/J
n=16: band edge G(0) = 0.484860 1/J, error -2.06e-02 1/J
band-edge error ratio n=8 to n=16: 1.898
G(0) extrapolated from n=8,16: 0.184067 -0.771262i 1/J, |error| 2.73e-05 1/J
n=16: tetrahedra 24576, with corner gap below 1e-12 J 3968
n=16: tetrahedra where closed form is off by more than 1e-6: 3976
```
